# Vibrational Softening and the Transition Level of a Positive Centre: verification in Python

```python
"""
Result under test: when a positive centre captures an electron and three
harmonic modes soften from hbar*w_plus to hbar*w_neutral, classical vibrations
shift its (+/0) transition level by
    shift = 3 k T ln(w_neutral / w_plus),
which is -47 meV for 60 -> 50 meV at 1000 K.
Symbols: k Boltzmann constant, T temperature, mu electron chemical potential
measured from a fixed valence edge, F vibrational free energy of one mode,
g electronic degeneracy. The static level is the level without vibrations.
Internal units are SI; printed energies are in meV or eV.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

k, h, hbar = const.k, const.h, const.hbar
meV = 1e-3 * const.e
atomic_mass = const.atomic_mass

# Model inputs
n_modes = 3
E_plus, E_neutral = 60 * meV, 50 * meV
T_anneal = 1000.0
static_level = 600 * meV
mass = 28 * atomic_mass            # rough mass of a silicon atom
quartic_fraction = 0.01            # first-order quartic energy / kT, + state
other_modes, other_stiffening = 100, 0.001
gap_narrowing = 300 * meV          # rough value for silicon at 1000 K
valence_share = 0.5                # assumed share taken by the valence edge


def classical_F_quadrature(mode_energy, T, m=mass, quartic=0.0):
    """Free energy from the phase-space integral of exp(-H/kT)/h."""
    omega = mode_energy / hbar
    grid = np.linspace(-12, 12, 4001)
    step = grid[1] - grid[0]
    x_scale = np.sqrt(k * T / m) / omega
    p_scale = np.sqrt(m * k * T)
    x, p = grid * x_scale, grid * p_scale
    potential = 0.5 * m * omega**2 * x**2 + quartic * x**4
    x_integral = np.exp(-potential / (k * T)).sum() * step * x_scale
    p_integral = np.exp(-p**2 / (2 * m * k * T)).sum() * step * p_scale
    return -k * T * np.log(x_integral * p_integral / h)


def oscillator_levels(mode_energy, m=mass):
    """Eigenvalues of p^2/2m + m w^2 x^2/2 on a sinc-function grid."""
    omega = mode_energy / hbar
    dx = 0.2 * np.sqrt(hbar / (m * omega))
    index = np.arange(-90, 91)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    kinetic = kinetic * hbar**2 / (2 * m * dx**2)
    potential = np.diag(0.5 * m * omega**2 * (index * dx)**2)
    return np.linalg.eigvalsh((kinetic + potential) / meV) * meV


def F_from_levels(levels, T):
    ground = levels[0]
    return ground - k * T * np.log(np.exp(-(levels - ground) / (k * T)).sum())


def classical_shift(T):
    return n_modes * k * T * np.log(E_neutral / E_plus)


def quantum_F(mode_energy, T):
    return k * T * np.log(2 * np.sinh(mode_energy / (2 * k * T)))


def quantum_shift(T):
    return n_modes * (quantum_F(E_neutral, T) - quantum_F(E_plus, T))


def log_population_ratio(mu, T, g_ratio=1.0):
    """ln(N_neutral/N_plus) from Boltzmann weights and quadrature."""
    F_difference = n_modes * (classical_F_quadrature(E_neutral, T)
                              - classical_F_quadrature(E_plus, T))
    return np.log(g_ratio) + (mu - static_level - F_difference) / (k * T)


def level_from_populations(T, g_ratio=1.0):
    """Chemical potential at which both charge states are equally populated."""
    root = brentq(lambda mu_meV: log_population_ratio(mu_meV * meV, T, g_ratio),
                  0.0, 1200.0, xtol=1e-10)
    return root * meV


T = T_anneal
kT = k * T
shift = classical_shift(T)

# Classical free energy of each mode, for two masses
for energy in (E_plus, E_neutral):
    for test_mass in (mass, 5 * mass):
        numeric = classical_F_quadrature(energy, T, test_mass)
        assert abs(numeric - kT * np.log(energy / kT)) < 1e-8 * kT

# Transition level and the direction of its movement
level = level_from_populations(T)
assert abs(level - static_level - shift) < 1e-6 * meV
assert round(-shift / meV) == 47
test_mu = static_level - 20 * meV
assert test_mu < static_level and log_population_ratio(test_mu, T) > 0

# Population factor at fixed mu is independent of temperature
for temperature in (300.0, 1000.0):
    factor = np.exp(log_population_ratio(static_level, temperature))
    assert abs(factor - (E_plus / E_neutral)**n_modes) < 1e-6

# The classical shift is entropic: equal mean energies, different entropies
dT = 1.0
entropy, mean_energy = {}, {}
for name, energy in (("plus", E_plus), ("neutral", E_neutral)):
    entropy[name] = -(classical_F_quadrature(energy, T + dT)
                      - classical_F_quadrature(energy, T - dT)) / (2 * dT)
    mean_energy[name] = classical_F_quadrature(energy, T) + T * entropy[name]
    assert abs(mean_energy[name] / kT - 1) < 1e-5
entropy_change = n_modes * (entropy["neutral"] - entropy["plus"])
assert abs(entropy_change / k - n_modes * np.log(E_plus / E_neutral)) < 1e-5

# Quantum formula against diagonalization, and its two limits
levels_plus = oscillator_levels(E_plus)
levels_neutral = oscillator_levels(E_neutral)
for temperature in (300.0, 400.0, 1000.0):
    numeric = n_modes * (F_from_levels(levels_neutral, temperature)
                         - F_from_levels(levels_plus, temperature))
    assert abs(numeric - quantum_shift(temperature)) < 1e-5 * meV
cold_shift = n_modes * (F_from_levels(levels_neutral, 10.0)
                        - F_from_levels(levels_plus, 10.0))
zero_point_shift = n_modes * (E_neutral - E_plus) / 2
assert abs(cold_shift - zero_point_shift) < 1e-5 * meV
quantum_correction = quantum_shift(T) - shift
leading_correction = n_modes * (E_neutral**2 - E_plus**2) / (24 * kT)
# The tolerance covers the next term of the high-temperature series.
assert abs(quantum_correction - leading_correction) < 0.02 * meV

# Electronic degeneracy
spin_size = kT * np.log(2)
for g_ratio in (2.0, 0.5):
    moved = level_from_populations(T, g_ratio) - level
    assert abs(moved + kT * np.log(g_ratio)) < 1e-6 * meV


def quartic_effect(fraction):
    """Quadrature and first-order change of the shift by a common x^4 term."""
    spring = mass * (E_plus / hbar)**2
    coefficient = fraction * kT / (3 * (kT / spring)**2)
    change = {}
    for name, energy in (("plus", E_plus), ("neutral", E_neutral)):
        change[name] = (classical_F_quadrature(energy, T, quartic=coefficient)
                        - classical_F_quadrature(energy, T))
    numeric = n_modes * (change["neutral"] - change["plus"])
    first_order = n_modes * fraction * kT * ((E_plus / E_neutral)**4 - 1)
    return numeric, first_order


weak_numeric, weak_first_order = quartic_effect(1e-4)
# The tolerance covers the second-order term in the quartic coefficient.
assert abs(weak_numeric / weak_first_order - 1) < 0.01
quartic_numeric, quartic_first_order = quartic_effect(quartic_fraction)
assert quartic_numeric > 0

other_effect = other_modes * kT * np.log(1 + other_stiffening)
edge_rise = valence_share * gap_narrowing

print("INPUTS")
print(f"number of softened modes: {n_modes}")
print(f"mode energy, + state: {E_plus/meV:.1f} meV")
print(f"mode energy, neutral state: {E_neutral/meV:.1f} meV")
print(f"anneal temperature: {T:.0f} K")
print(f"static level above valence edge: {static_level/const.e:.3f} eV")
print("CLASSICAL RESULT AT THE ANNEAL TEMPERATURE")
print(f"k: {k/meV:.6f} meV/K")
print(f"kT: {kT/meV:.3f} meV")
print(f"ln(60/50): {np.log(E_plus/E_neutral):.5f}")
print(f"F per mode, + state: {classical_F_quadrature(E_plus, T)/meV:.2f} meV")
print(f"F per mode, neutral: {classical_F_quadrature(E_neutral, T)/meV:.2f} meV")
print(f"shift per mode: {shift/n_modes/meV:.2f} meV")
print(f"total level shift: {shift/meV:.2f} meV")
print(f"total level shift in SI: {shift:.3e} J")
print(f"level from equal populations: {level/const.e:.4f} eV")
print(f"entropy gain on capture: {entropy_change/k:.4f} k")
print(f"factor in N_neutral/N_plus at fixed mu: "
      f"{np.exp(log_population_ratio(static_level, T)):.3f}")
print("QUANTUM STATISTICS")
print(f"quantum shift at 1000 K: {quantum_shift(T)/meV:.2f} meV")
print(f"quantum minus classical: {quantum_correction/meV:.2f} meV")
print(f"leading-term estimate: {leading_correction/meV:.2f} meV")
print(f"zero-point shift: {zero_point_shift/meV:.2f} meV")
for temperature in (300.0, 400.0):
    print(f"shift at {temperature:.0f} K, classical: "
          f"{classical_shift(temperature)/meV:.2f} meV")
    print(f"shift at {temperature:.0f} K, quantum: "
          f"{quantum_shift(temperature)/meV:.2f} meV")
print("OTHER NEGLECTED EFFECTS AT 1000 K")
print(f"spin factor two, neutral state: {-spin_size/meV:+.1f} meV")
print(f"spin factor two, + state: {spin_size/meV:+.1f} meV")
print(f"silicon gap narrowing (rough input): {gap_narrowing/const.e:.1f} eV")
print(f"assumed valence-edge share: {valence_share:.1f}")
print(f"valence-edge rise: {edge_rise/meV:.0f} meV")
print(f"quartic energy / kT, + state (input): {quartic_fraction:.2f}")
print(f"quartic change of shift: {quartic_numeric/meV:+.2f} meV")
print(f"quartic first-order estimate: {quartic_first_order/meV:+.2f} meV")
print(f"other modes (input): {other_modes}")
print(f"stiffening of each (input): {100*other_stiffening:.1f} %")
print(f"change from other modes: {other_effect/meV:+.1f} meV")
print("no test failed")
```

It prints:

```
INPUTS
number of softened modes: 3
mode energy, + state: 60.0 meV
mode energy, neutral state: 50.0 meV
anneal temperature: 1000 K
static level above valence edge: 0.600 eV
CLASSICAL RESULT AT THE ANNEAL TEMPERATURE
k: 0.086173 meV/K
kT: 86.173 meV
ln(60/50): 0.18232
F per mode, + state: -31.20 meV
F per mode, neutral: -46.91 meV
shift per mode: -15.71 meV
total level shift: -47.13 meV
total level shift in SI: -7.552e-21 J
level from equal populations: 0.5529 eV
entropy gain on capture: 0.5470 k
factor in N_neutral/N_plus at fixed mu: 1.728
QUANTUM STATISTICS
quantum shift at 1000 K: -48.72 meV
quantum minus classical: -1.58 meV
leading-term estimate: -1.60 meV
zero-point shift: -15.00 meV
shift at 300 K, classical: -14.14 meV
shift at 300 K, quantum: -19.09 meV
shift at 400 K, classical: -18.85 meV
shift at 400 K, quantum: -22.68 meV
OTHER NEGLECTED EFFECTS AT 1000 K
spin factor two, neutral state: -59.7 meV
spin factor two, + state: +59.7 meV
silicon gap narrowing (rough input): 0.3 eV
assumed valence-edge share: 0.5
valence-edge rise: 150 meV
quartic energy / kT, + state (input): 0.01
quartic change of shift: +2.41 meV
quartic first-order estimate: +2.78 meV
other modes (input): 100
stiffening of each (input): 0.1 %
change from other modes: +8.6 meV
no test failed
```
